# Comment on core orthogonality as the cause of relativistic 6s contraction: a program that tests the result

```python
"""Why does a valence s orbital contract relativistically?  Lu atom, 6s, LDA.
Result under test: in a fixed potential V the contraction of <r> comes from the
relativistic kinetic operator acting on the inner part of 6s itself, while
orthogonality to the relativistically changed core shells expands 6s.
Symbols (hartree atomic units): K = 1/(1 - V/2c^2) is the scalar ZORA factor,
<a|h|b> = -1/2 int (1-K) a' b' r^2 dr is the relativistic change for s states,
H(lam) = H_N + lam*h joins nonrelativistic (0) to relativistic (1),
chi = sum_k |k><k|r|v>/(e_v-e_k) is the response of the valence orbital v to r.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, block_diag
from pyscf.dft import libxc

Z = 71
c = 1.0 / fine_structure
PM = physical_constants["Bohr radius"][0] * 1e12
STEP = 0.015
x = np.arange(-17.0, 4.1, STEP)          # logarithmic radial grid, x = ln r
r = np.exp(x)
w = STEP * r**3                          # weights for int ... r^2 dr
one = np.ones_like(r)
OCC = {0: [2.0] * 6, 1: [6.0] * 4, 2: [10.0, 10.0, 1.0], 3: [14.0]}
SIZE = {0: 32, 1: 28, 2: 23, 3: 19}
NCORE = 5                                # 1s..5s lie below 6s


def quad(a, g, b):
    return a.T @ ((w * g)[:, None] * b)


def make_basis(l, n):
    """Normalized radial Gaussians and their derivatives on the grid."""
    alpha = 0.008 * 2.0**np.arange(n)
    f = r[:, None]**l * np.exp(-alpha * r[:, None]**2)
    f /= np.sqrt(w @ f**2)
    return f, (l / r[:, None] - 2 * alpha * r[:, None]) * f


BASIS = {l: make_basis(l, n) for l, n in SIZE.items()}
OVER = {l: quad(BASIS[l][0], one, BASIS[l][0]) for l in SIZE}


def zora_factor(V):
    return 1.0 / (1.0 - V / (2 * c**2))


def hamiltonian(l, V, K):
    f, d = BASIS[l]
    kin = 0.5 * (quad(d, K, d) + l * (l + 1) * quad(f, K / r**2, f))
    return kin + quad(f, V, f)


def cumulative(y):
    return CubicSpline(x, y).antiderivative()(x)


def scf(relativistic, z):
    """Self-consistent z(r) = r*V(r), with Anderson mixing."""
    zs, res_list = [], []
    for it in range(400):
        V = z / r
        K = zora_factor(V) if relativistic else one
        rho = np.zeros_like(r)           # 4*pi times the density
        for l, occ in OCC.items():
            C = eigh(hamiltonian(l, V, K), OVER[l])[1][:, :len(occ)]
            rho += (BASIS[l][0] @ C)**2 @ np.array(occ)
        inside = cumulative(rho * r**3)
        shell = cumulative(rho * r**2)
        vxc = np.ravel(libxc.eval_xc("lda,vwn", rho / (4 * np.pi))[1][0])
        res = -Z + inside + r * (shell[-1] - shell) + r * vxc - z
        if np.max(np.abs(res)) < 1e-6:
            assert abs(w @ rho - Z) < 1e-6
            return z
        zs, res_list = (zs + [z])[-7:], (res_list + [res])[-7:]
        if it < 8:
            z = z + 0.3 * res
        else:
            dz, dres = np.diff(zs, axis=0).T, np.diff(res_list, axis=0).T
            g = np.linalg.lstsq(dres, res, rcond=1e-10)[0]
            z = z + 0.3 * res - (dz + 0.3 * dres) @ g
    raise RuntimeError("SCF not converged")


f, d = BASIS[0]
S = OVER[0]
X = quad(f, r, f)


def solve(H):
    e, C = eigh(H, S)
    return e, C * np.sign(f[0] @ C)      # all s orbitals positive at nucleus


def radius(v):
    return v @ X @ v


# Solver check: exact ZORA 1s energy of the one-electron ion
Vc = -Z / r
e_ion = solve(hamiltonian(0, Vc, zora_factor(Vc)))[0][0]
e_dirac = c**2 * (np.sqrt(1 - (Z / c)**2) - 1)
e_exact = 2 * c**2 * e_dirac / (2 * c**2 + e_dirac)
assert abs(e_ion / e_exact - 1) < 1e-3

# Nonrelativistic atom and its fixed potential
t = r * Z**(1 / 3) / 0.8853
zN = scf(False, -1 - (Z - 1) / (1 + 0.6 * t)**2)
V = zN / r
K = zora_factor(V)
HN = hamiltonian(0, V, one)
h = -0.5 * quad(d, 1 - K, d)
eN, CN = solve(HN)
eR, CR = solve(HN + h)
vN, vR = CN[:, NCORE], CR[:, NCORE]
rN, rR = radius(vN), radius(vR)
change = rR - rN
assert change < 0

# Orbital virial theorem 2<T> = <r dV/dr> for 6s
r_dV = (CubicSpline(x, zN)(x, 1) - zN) / r
two_T = vN @ quad(d, one, d) @ vN
assert abs(vN @ quad(f, r_dV, f) @ vN / two_T - 1) < 1e-3

# Four-component Dirac s1/2 solution in the same potential
n = len(S)
g = d / np.sqrt(w @ d**2)
P, Sg = c * quad(d, one, g), quad(g, one, g)
D = np.block([[quad(f, V, f), P], [P.T, quad(g, V, g) - 2 * c**2 * Sg]])
eD, CD = eigh(D, block_diag(S, Sg))
u = CD[:, n + NCORE]
rD = u @ block_diag(X, quad(g, r, g)) @ u
assert abs(rD - rR) < 0.03 * abs(change)


def response(lam):
    """d<r>/dlam by state, its radial density (core, higher), and chi, v."""
    e, C = solve(HN + lam * h)
    v = C[:, NCORE]
    gap = e[NCORE] - e
    gap[NCORE] = np.inf
    amp = (C.T @ X @ v) / gap
    parts = 2 * amp * (C.T @ h @ v)
    dens = [-(1 - K) * w * (d @ (C[:, s] @ amp[s])) * (d @ v)
            for s in (slice(0, NCORE), slice(NCORE + 1, None))]
    return parts, np.array(dens), C @ amp, v


# Integrate the response along the path and compare with the finite change
nodes, weights = np.polynomial.legendre.leggauss(8)
parts, dens = 0.0, 0.0
for lam, wt in zip((nodes + 1) / 2, weights / 2):
    p, q, _, _ = response(lam)
    parts, dens = parts + wt * p, dens + wt * q
orth, direct = parts[:NCORE].sum(), parts[NCORE + 1:].sum()
acc = np.cumsum(dens, axis=1)
total = acc.sum(axis=0)
assert abs(orth + direct - change) < 2e-3 * abs(change)
assert abs(total[-1] - change) < 2e-3 * abs(change)
assert orth > 0 > direct

# Core terms are the orthogonality effect: explicit Schmidt orthogonalization
def schmidt(lam):
    core = solve(HN + lam * h)[1][:, :NCORE]
    v = vN - core @ (core.T @ S @ vN)
    return radius(v / np.sqrt(v @ S @ v))


p0, _, chi0, _ = response(0.0)
slope = (schmidt(0.02) - schmidt(-0.02)) / 0.04
assert abs(slope / p0[:NCORE].sum() - 1) < 0.02
r_schmidt = schmidt(1.0)
assert r_schmidt > rN
h56, r56 = CN[:, 4] @ h @ vN, CN[:, 4] @ X @ vN
assert h56 < 0 and r56 < 0

# Where the contraction is collected
i50, i90 = [int(np.argmax(total / total[-1] > q)) for q in (0.5, 0.9)]
charge = np.cumsum(w * (f @ vN)**2)
core_r_N = [radius(CN[:, k]) for k in range(NCORE)]
core_r_R = [radius(CR[:, k]) for k in range(NCORE)]
assert r[i90] < core_r_N[4] and charge[i90] < 0.05
inner = r <= r[i90]
r_in = radius(solve(HN - 0.5 * quad(d, (1 - K) * inner, d))[1][:, NCORE])
r_out = radius(solve(HN - 0.5 * quad(d, (1 - K) * ~inner, d))[1][:, NCORE])
assert (r_in - rN) / change > 0.8 and abs(r_out - rN) < 0.2 * abs(change)

# Inside the core chi is nearly a positive multiple of 6s
gw = w * (1 - K) * inner
a, b = d @ chi0, d @ vN
kappa = (gw @ (a * b)) / (gw @ b**2)
cosine = (gw @ (a * b)) / np.sqrt((gw @ a**2) * (gw @ b**2))
assert kappa > 0 and cosine > 0.95


def valence_outside(H, C):
    """Lowest state of H orthogonal to the core shells contained in C."""
    Q = C[:, NCORE:]
    e, y = eigh(Q.T @ H @ Q)
    return e[0], radius(Q @ y[:, 0])


e_frozen, r_frozen = valence_outside(HN + h, CN)
assert r_frozen < rR < rN
CX = solve(HN - h)[1]                    # artificially expanded core
assert radius(CX[:, 4]) > core_r_N[4] > core_r_R[4]
e_con, r_con = valence_outside(HN, CR)
e_exp, r_exp = valence_outside(HN, CX)
assert max(e_con, e_exp) < eN[NCORE] + 1e-6

# Indirect effect through the self-consistent potential
VR = scf(True, zN) / r
eS, CS = solve(hamiltonian(0, VR, zora_factor(VR)))
r_scf = radius(CS[:, NCORE])
r_ind = radius(solve(hamiltonian(0, VR, one))[1][:, NCORE])
assert r_scf < rN and abs(r_ind - rN) < abs(change)

print(f"Z = {Z}, c = {c:.4f} a.u., bohr = {PM:.4f} pm")
print(f"ion 1s ZORA energy: basis {e_ion:.3f}, exact {e_exact:.3f} hartree")
print("Lu 6s in the fixed nonrelativistic LDA potential:")
print(f"  energy nonrel {eN[5]:.5f}, ZORA {eR[5]:.5f} hartree")
print(f"  <r> nonrelativistic        {rN:.4f} bohr")
print(f"  <r> scalar ZORA            {rR:.4f} bohr")
print(f"  <r> four-component Dirac   {rD:.4f} bohr")
print(f"  change of <r>  {change:.4f} bohr = {change*PM:.2f} pm")
print(f"  relative change {100*change/rN:.2f} %")
print("Split of the change along the path lam = 0..1:")
print(f"  direct (higher states)     {direct:+.4f} bohr")
print(f"  orthogonality (core)       {orth:+.4f} bohr")
for k in range(NCORE):
    print(f"    from {k+1}s: {parts[k]:+.5f} bohr; core <r> nonrel "
          f"{core_r_N[k]:.4f}, ZORA {core_r_R[k]:.4f} bohr")
print(f"<5s|h|6s> = {h56:.5f} hartree, <5s|r|6s> = {r56:.4f} bohr")
print(f"<6s|h|6s> = {vN @ h @ vN:.5f} hartree")
print(f"slope at lam=0: direct {p0[6:].sum():+.4f}, "
      f"orthogonality {p0[:5].sum():+.4f} bohr")
print(f"Schmidt slope at lam=0: {slope:+.4f} bohr")
print(f"6s Schmidt-orthogonalized to ZORA core: <r> {r_schmidt:.4f} bohr")
print("Accumulated change of <r> up to R (bohr), 6s charge inside R:")
for R in (1 / Z, 0.05, 0.1, 0.2, 0.5, 1.0, 2.0):
    i = np.searchsorted(r, R)
    print(f"  R={R:.3f}: direct {acc[1, i]:+.4f}, orth {acc[0, i]:+.4f}, "
          f"sum {total[i]:+.4f}; charge {100*charge[i]:.3f} %")
print(f"50 % of the sum inside {r[i50]:.3f} bohr, "
      f"6s charge there {100*charge[i50]:.3f} %")
print(f"90 % of the sum inside {r[i90]:.3f} bohr, "
      f"6s charge there {100*charge[i90]:.3f} %")
print(f"relativity only inside the 90 % radius: {r_in-rN:+.4f} bohr")
print(f"relativity only outside that radius:    {r_out-rN:+.4f} bohr")
print(f"chi = kappa*6s inside: kappa {kappa:.3f} bohr/hartree, "
      f"cosine {cosine:.5f}")
print(f"ZORA valence, frozen nonrel core: <r> {r_frozen:.4f} bohr, "
      f"energy {e_frozen:.5f} hartree")
print("Nonrel valence re-solved outside a foreign core:")
print(f"  contracted core: energy {e_con:.5f} hartree, <r> {r_con:.4f} bohr")
print(f"  expanded core:   energy {e_exp:.5f} hartree, <r> {r_exp:.4f} bohr")
print(f"  5s <r> in the expanded core: {radius(CX[:, 4]):.4f} bohr")
print("Self-consistent scalar ZORA atom:")
print(f"  6s energy {eS[5]:.5f} hartree, <r> {r_scf:.4f} bohr")
print(f"  total change {r_scf-rN:+.4f} bohr = {(r_scf-rN)*PM:+.2f} pm")
print(f"  potential change alone, nonrel kinetics: {r_ind-rN:+.4f} bohr")
print("tests ok")
```

Output:

```
Z = 71, c = 137.0360 a.u., bohr = 52.9177 pm
ion 1s ZORA energy: basis -2928.724, exact -2928.953 hartree
Lu 6s in the fixed nonrelativistic LDA potential:
  energy nonrel -0.15511, ZORA -0.20239 hartree
  <r> nonrelativistic        3.9262 bohr
  <r> scalar ZORA            3.4626 bohr
  <r> four-component Dirac   3.4625 bohr
  change of <r>  -0.4637 bohr = -24.54 pm
  relative change -11.81 %
Split of the change along the path lam = 0..1:
  direct (higher states)     -0.5012 bohr
  orthogonality (core)       +0.0375 bohr
    from 1s: +0.00000 bohr; core <r> nonrel 0.0214, ZORA 0.0181 bohr
    from 2s: +0.00001 bohr; core <r> nonrel 0.0904, ZORA 0.0805 bohr
    from 3s: +0.00009 bohr; core <r> nonrel 0.2307, ZORA 0.2105 bohr
    from 4s: +0.00129 bohr; core <r> nonrel 0.5179, ZORA 0.4728 bohr
    from 5s: +0.03616 bohr; core <r> nonrel 1.2804, ZORA 1.1498 bohr
<5s|h|6s> = -0.10913 hartree, <5s|r|6s> = -0.2327 bohr
<6s|h|6s> = -0.03181 hartree
slope at lam=0: direct -0.4070, orthogonality +0.0307 bohr
Schmidt slope at lam=0: +0.0307 bohr
6s Schmidt-orthogonalized to ZORA core: <r> 3.9632 bohr
Accumulated change of <r> up to R (bohr), 6s charge inside R:
  R=0.014: direct -0.2890, orth +0.0217, sum -0.2674; charge 0.002 %
  R=0.050: direct -0.4561, orth +0.0342, sum -0.4219; charge 0.008 %
  R=0.100: direct -0.4844, orth +0.0363, sum -0.4481; charge 0.024 %
  R=0.200: direct -0.4939, orth +0.0370, sum -0.4569; charge 0.100 %
  R=0.500: direct -0.5002, orth +0.0375, sum -0.4628; charge 0.510 %
  R=1.000: direct -0.5011, orth +0.0375, sum -0.4635; charge 2.151 %
  R=2.000: direct -0.5012, orth +0.0375, sum -0.4637; charge 5.276 %
50 % of the sum inside 0.012 bohr, 6s charge there 0.002 %
90 % of the sum inside 0.035 bohr, 6s charge there 0.003 %
relativity only inside the 90 % radius: -0.4184 bohr
relativity only outside that radius:    -0.0480 bohr
chi = kappa*6s inside: kappa 5.913 bohr/hartree, cosine 1.00000
ZORA valence, frozen nonrel core: <r> 1.8765 bohr, energy -0.71866 hartree
Nonrel valence re-solved outside a foreign core:
  contracted core: energy -0.17580 hartree, <r> 3.7213 bohr
  expanded core:   energy -0.20400 hartree, <r> 3.3958 bohr
  5s <r> in the expanded core: 1.3789 bohr
Self-consistent scalar ZORA atom:
  6s energy -0.17623 hartree, <r> 3.6123 bohr
  total change -0.3140 bohr = -16.61 pm
  potential change alone, nonrel kinetics: +0.1684 bohr
tests ok
```
